# Nyquist noise from the equilibrium kinetics of interface traps

A silicon capacitor with a gate of \(10^{-4}\) cm² and \(10^{11}\) interface traps per cm² and eV has, at 13.76 kHz and 300 K, a calculated trap conductance of 55.7 nS. This number describes how the traps respond to a small alternating voltage. With no alternating voltage at all, electrons still enter and leave the traps at random. Summing the charge fluctuations of all traps gives a current noise of \(9.236\times10^{-28}\) A²/Hz, and an ordinary 55.7 nS resistor at 300 K has the same noise. At 1 MHz the conductance has risen to 348 nS, and the noise has risen with it. A trap is not a resistor: it holds one electron or none. The agreement has to come from the statistics of capture and emission.

Take one trap at the interface between an oxide and an n-type semiconductor. It exchanges electrons with the conduction band alone. When empty, it captures an electron with probability \(a\) per unit time; when filled, it emits one with probability \(b\) per unit time. These probabilities depend on the present state of the trap and not on its past. The capture rate is \(a=cn_s\), where \(c\) is the capture coefficient and \(n_s\) the electron density at the surface. The probability \(p\) that the trap is filled obeys

\[
\frac{dp}{dt}=a(1-p)-bp .
\]

Let \(f\) be the equilibrium value of \(p\), and let \(\tau\) be the relaxation time. Setting the left side to zero gives

\[
f=\frac{a}{a+b},\qquad \tau=\frac{1}{a+b},\qquad
a(1-f)=bf=\frac{f(1-f)}{\tau}. \tag{1}
\]

The last equality follows from \(a=f/\tau\) and \(b=(1-f)/\tau\). It gives the mean number of captures per unit time, which equals the mean number of emissions.

The current needs a definition. Let \(\psi\) be the surface potential relative to the semiconductor bulk, and let \(N\), equal to 0 or 1, be the number of trapped electrons. With \(q>0\) the elementary charge, an electron moving from the bulk to the trap is a conventional current from the surface to the bulk. The trap current in that direction is therefore

\[
i=q\frac{dN}{dt}.
\]

For the noise calculation \(\psi\) is held fixed, so that the rates stay constant while the trap fluctuates. A real gate does not hold it fixed, and the correction for that is made below.

Suppose the trap is filled at time zero. The rate equation, written as \(dp/dt=-(p-f)/\tau\), then has the solution \(p(t)=f+(1-f)e^{-t/\tau}\). The product \(N(0)N(t)\) is 1 when the trap is filled at both times and 0 otherwise, so its mean is \(f\,p(t)\). Subtracting the square of the mean occupation gives the covariance

\[
\langle\delta N(0)\,\delta N(t)\rangle
=f\left[f+(1-f)e^{-t/\tau}\right]-f^2
=f(1-f)e^{-|t|/\tau}, \tag{2}
\]

where stationarity supplies the negative times. I use one-sided spectra, which assign all the noise power to positive frequencies and are given per hertz. The spectrum is then four times the cosine integral of the covariance over positive times:

\[
S_Q(\omega)=4q^2f(1-f)\int_0^\infty e^{-t/\tau}\cos\omega t\,dt
=\frac{4q^2f(1-f)\tau}{1+\omega^2\tau^2}. \tag{3}
\]

Differentiation in time multiplies a Fourier component by \(i\omega\), and hence a spectrum by \(\omega^2\). The current noise is

\[
S_i(\omega)=\omega^2S_Q
=\frac{4q^2f(1-f)}{\tau}\,
\frac{\omega^2\tau^2}{1+\omega^2\tau^2}. \tag{4}
\]

The current is a train of impulses, so it is worth seeing that the differentiation loses nothing. The autocorrelation of a derivative is minus the second derivative of the autocorrelation. The exponential in (2) has a kink at \(t=0\), where its slope jumps from \(+1/\tau\) to \(-1/\tau\), and this jump produces a delta function:

\[
\langle i(0)i(t)\rangle=q^2f(1-f)
\left[\frac{2}{\tau}\delta(t)-\frac{1}{\tau^2}e^{-|t|/\tau}\right].
\]

The first term is each event correlated with itself. By (1) its weight is \(q^2\) times the total rate of captures and emissions, \(2f(1-f)/\tau\). The second term is negative because a capture must be followed by an emission before another capture can occur. To form the one-sided spectrum, multiply by 2 and integrate against \(\cos\omega t\) over all times. The bracket becomes

\[
2\left[\frac{2}{\tau}-\frac{2}{\tau}\frac{1}{1+\omega^2\tau^2}\right]
=\frac{4}{\tau}\frac{\omega^2\tau^2}{1+\omega^2\tau^2},
\]

which is (4) again. For \(\omega\tau\gg1\) the noise tends to \(4q^2f(1-f)/\tau\), the full shot noise of all the events taken as independent. For \(\omega\tau\ll1\) the alternation of captures and emissions cancels it, and the noise falls as \(\omega^2\).

Now apply a small potential \(\delta\psi\,e^{i\omega t}\) and ask for the mean current. A positive \(\delta\psi\) lowers the energy of an electron at the surface by \(q\,\delta\psi\). If the carriers follow the potential without delay and stay in thermal equilibrium with the bulk, the ratio of rates follows the Boltzmann factor:

\[
\delta\ln\frac{a}{b}=\frac{q\,\delta\psi}{kT}\equiv u. \tag{5}
\]

In the simplest picture the whole change is in \(a\), because \(n_s\) is proportional to \(e^{q\psi/kT}\), while \(b\) depends on the depth of the trap below the band edge, which moves with the surface. That division is not needed. Let a fraction \(\theta\) of the change go to capture, so that \(\delta a=\theta ua\) and \(\delta b=-(1-\theta)ub\). To first order the rate equation becomes

\[
\frac{d\,\delta f}{dt}
=-(a+b)\,\delta f+\theta u\,a(1-f)+(1-\theta)u\,bf .
\]

By (1), \(a(1-f)\) and \(bf\) are both \(f(1-f)/\tau\). The two driving terms therefore add to \(uf(1-f)/\tau\), and \(\theta\) drops out. With \(d/dt\to i\omega\),

\[
\delta f=\frac{f(1-f)}{1+i\omega\tau}\,\frac{q\,\delta\psi}{kT}.
\]

The current amplitude is \(i\omega q\,\delta f\), so the small-signal admittance of the trap is

\[
Y_t=\frac{q^2f(1-f)}{kT}\,\frac{i\omega}{1+i\omega\tau}. \tag{6}
\]

Multiplying numerator and denominator by \(1-i\omega\tau\) turns \(i\omega\) into \(i\omega+\omega^2\tau\), and the real part is

\[
\operatorname{Re}Y_t=\frac{q^2f(1-f)}{kT}\,
\frac{\omega^2\tau}{1+\omega^2\tau^2}.
\]

Four times \(kT\) times this expression is (4), factor for factor:

\[
S_i(\omega)=4kT\,\operatorname{Re}Y_t(\omega). \tag{7}
\]

No frequency has been taken as small or large, and one trap is enough. The equality is exact within classical two-state kinetics. The classical form requires \(\hbar\omega\ll kT\); in the example this ratio is \(1.6\times10^{-7}\) at 1 MHz.

Equation (6) is also the admittance of a capacitor \(C_1\) in series with a resistor \(R_1\), for which \(Y=i\omega C_1/(1+i\omega R_1C_1)\). Comparison gives

\[
C_1=\frac{q^2f(1-f)}{kT},\qquad
R_1=\frac{\tau}{C_1}=\frac{kT}{q^2r},\qquad
r=\frac{f(1-f)}{\tau},
\]

where \(r\) is the one-way rate of capture in equilibrium. The resistance is set by how often electrons cross, and the same crossings make the noise. The capacitance is set by how far the occupation can fluctuate: the charge variance \(q^2f(1-f)\) equals \(kTC_1\), as for any capacitor in thermal equilibrium.

Relation (7) was tested numerically without using the closed forms (3), (4) and (6). For a trap with \(f=0.3\), 4000 random records of captures and emissions, each lasting \(500\tau\), were Fourier analysed at \(\omega\tau=0.5\), 1.5 and 5. The admittance came from the nonlinear rate equation driven by a sinusoid of amplitude \(0.01\,kT/q\). The largest relative difference between the noise and \(4kT\operatorname{Re}Y_t\) was 1.3 %, while the statistical error of 4000 records is about 1.6 %. When the random records were replaced by the covariance obtained from the master equation, the largest difference fell to \(6\times10^{-6}\).

Equilibrium enters through (5). Suppose that some nonequilibrium state kept the two-state kinetics but changed the slope, so that \(\delta\ln(a/b)=s\,q\,\delta\psi/kT\). The noise at fixed \(\psi\) depends only on \(a\) and \(b\) and would not change. The admittance would be multiplied by \(s\), and the noise would become \(4kT\operatorname{Re}Y_t/s\). With \(s=1.5\) the same driven rate equation gave the ratio 2/3 to within \(5\times10^{-4}\). A measured conductance therefore predicts the noise only if the carriers respond with the Boltzmann slope of the temperature used.

An interface has many traps, spread in energy. If they are independent, the cross terms in the noise vanish and their spectra add. At fixed \(\psi\) their currents also add in the linear response, so (7) holds for the sum whatever the distribution of \(f\) and \(\tau\). For a density \(D\) per unit area and energy that is uniform near the Fermi level \(E_F\), with the same \(c\) for all traps, the sum can be done in closed form. The filling is

\[
f(E)=\frac{1}{1+e^{(E-E_F)/kT}},\qquad
dE=-\frac{kT\,df}{f(1-f)},
\]

where any degeneracy factor is absorbed in the trap energy \(E\). The capture rate \(a=cn_s\) is common to all traps, and \(f=a\tau\) from (1), so \(\tau=f\tau_m\) with \(\tau_m=1/(cn_s)\). Traps high in the gap are mostly empty and relax fast, because they emit fast. Inserting this in (6), and extending the energy range to infinity on both sides, gives per unit area

\[
Y_t=q^2D\int_0^1\frac{i\omega\,df}{1+i\omega\tau_mf}
=\frac{q^2D}{\tau_m}\ln(1+i\omega\tau_m). \tag{8}
\]

The factor \(f(1-f)/kT\) has cancelled against \(dE\), and the minus sign has reversed the limits. The real part of the logarithm is the logarithm of the modulus, so

\[
\frac{\operatorname{Re}Y_t}{\omega}
=q^2D\,\frac{\ln(1+y^2)}{2y},\qquad y=\omega\tau_m. \tag{9}
\]

For \(y\ll1\), \(\operatorname{Re}Y_t\) tends to \(q^2D\,\omega^2\tau_m/2\), and the noise rises as \(\omega^2\), as for one trap. For \(y\gg1\) it tends to \((q^2D/\tau_m)\ln y\). One trap reaches a plateau, but the continuum keeps rising slowly, because a higher frequency brings in the shot noise of faster traps nearer the band edge. This growth ends when traps with \(f\approx1/y\) would lie at the band edge. The loss (9) has its maximum where its derivative vanishes, at \(2y^2/(1+y^2)=\ln(1+y^2)\). The solution is \(y=1.980\), where the fraction in (9) equals 0.4024.

The example has \(kT=25.85\) meV, a donor density of \(10^{16}\) cm⁻³ and a depletion band bending of 0.20 eV. The surface electron density is

\[
n_s=10^{16}\,e^{-0.20/0.02585}\ \text{cm}^{-3}
=4.37\times10^{12}\ \text{cm}^{-3}.
\]

With \(c=10^{-8}\) cm³/s this gives \(\tau_m=22.9\) µs, and the loss peak lies at \(1.980/(2\pi\tau_m)=13.76\) kHz. The trap density corresponds to a capacitance \(q^2D=16.02\) nF/cm², or 1.602 pF for the gate area. The conductance at the peak is

\[
G=2\pi(13.76\times10^{3}\ \text{s}^{-1})(1.602\times10^{-12}\ \text{F})(0.4024)
=55.7\ \text{nS}.
\]

Multiplying by \(4kT=1.657\times10^{-20}\) J gives \(9.24\times10^{-28}\) A²/Hz, or 30.4 fA/\(\sqrt{\text{Hz}}\). The other side of the equality was obtained by summing (3) numerically over trap energies in a gap of finite width and multiplying by \(\omega^2\). At 1 kHz, 13.76 kHz, 100 kHz and 1 MHz the two sides agree to better than one part in \(10^4\), so the infinite energy range in (8) does no harm here. At 1 kHz, \(y=0.144\), and the low-frequency limit gives 0.724 nS against the full 0.717 nS. At 1 MHz, \(y=144\), and the logarithmic limit reproduces 348 nS.

An instrument at the gate does not see the trap current directly. A trapped electron changes \(\psi\), and the change acts back on the rates of all traps. Let \(C_{ox}\) be the oxide capacitance and \(C_D\) the depletion capacitance, and keep the gate at constant voltage. If there are many traps and the excursions of \(\psi\) are small against \(kT/q\), the rates can be linearized about their equilibrium values. The trap current is then the response \(Y_t\psi\) plus the random current \(i_n\) that would flow at fixed \(\psi\), with spectrum (7). From here on the quantities are per unit area or for the whole gate, as long as they are used consistently. The currents leaving the surface node sum to zero:

\[
i\omega(C_{ox}+C_D)\psi+Y_t\psi+i_n=0 .
\]

The current from the gate into the oxide is \(i_g=-i\omega C_{ox}\psi\). Eliminating \(\psi\) gives

\[
S_g=\frac{\omega^2C_{ox}^2}{|Y_t+i\omega(C_{ox}+C_D)|^2}\,
4kT\operatorname{Re}Y_t. \tag{10}
\]

The admittance seen from the gate is \(C_{ox}\) in series with the parallel pair \(C_D\) and \(Y_t\):

\[
Y_g=\frac{i\omega C_{ox}(i\omega C_D+Y_t)}{Y_t+i\omega(C_{ox}+C_D)} .
\]

Write \(i\omega C_D+Y_t=G+iB\) and \(X=\omega C_{ox}\), where \(G=\operatorname{Re}Y_t\). Multiplying by the conjugate of the denominator, the numerator becomes

\[
iX(G+iB)\left[G-i(B+X)\right]
=iX\left[G^2+B(B+X)-iGX\right],
\]

whose real part is \(X^2G\). Hence \(\operatorname{Re}Y_g=\omega^2C_{ox}^2G/|Y_t+i\omega(C_{ox}+C_D)|^2\), and (10) reads \(S_g=4kT\operatorname{Re}Y_g\). The feedback changes the noise and the conductance by the same factor.

This step rests on linearization, so it was tested on a chain of discrete occupation numbers in which the capture rate depends exponentially on the stored charge. All traps had \(f=0.3\), and \(C_{ox}+C_D\) was equal to the total trap capacitance, which makes the feedback strong. At the same three values of \(\omega\tau\) as before, the largest relative difference from the circuit result was 0.064 % for 1000 traps and 0.016 % for 4000. The difference falls as the inverse of the number of traps. In the capacitor, the occupation fluctuates at fixed \(\psi\) by \(\sqrt{DAkT}=508\) electrons rms, with \(A\) the gate area. Spread evenly over \(C_{ox}+C_D\), this charge moves the mean surface potential by about 2 µV, far below the 25.85 mV of \(kT/q\). Close to a single trapped electron the potential moves much more; the model of one common \(\psi\) leaves this out.

With \(C_{ox}=345.3\) and \(C_D=69.0\) nF/cm², the gate noise at the loss peak is \(6.15\times10^{-28}\) A²/Hz, or 67 % of the trap noise. At high frequency the traps hardly follow, and the factor in (10) tends to \([345.3/(345.3+69.0)]^2=0.69\), as found at 1 MHz. At low frequency they follow fully and add their 16.0 nF/cm² to the denominator, which lowers the factor to 0.64, as found at 1 kHz.

The parameters are round values in the range of thermally oxidized silicon with a 10 nm oxide. The trap density is high for a well-annealed interface, which can have roughly ten times fewer; at fixed \(\psi\) and \(c\), the trap noise scales with \(D\). Of the departures estimated here, the largest near the peak comes from the assumption of one uniform \(\psi\). Random charge in the oxide makes it vary along the interface. A Gaussian spread of 51.7 mV, or \(2kT/q\), a rough typical size, lowers the peak of \(G/\omega\) by 41 % at fixed \(D\). The relation (7) survives this, because it holds in each patch of fixed potential and both sides add, but the simple loss curve (9) does not. Averaging (9) over the same spread, about the same mean potential, also moves the peak up to about 17 kHz and broadens it. The conductance rises by about 80 % at 1 kHz and roughly doubles at 1 MHz, so the values computed above for those frequencies belong to a uniform interface only.

The wafer matters more at high frequency than it does at the loss peak. A series resistance \(R\) changes the gate admittance to \(Y_g/(1+RY_g)\), whose real part is \((\operatorname{Re}Y_g+R|Y_g|^2)/|1+RY_g|^2\). The second term in the numerator is the thermal noise of the wafer. A wafer with a mobility of 1200 cm²/Vs has a resistivity of 0.52 Ω cm. If the current stayed in the column below the gate, a thickness of 0.5 mm would give \(R=260\) Ω, and the wafer term would be 0.2 % of the trap term at the loss peak but 141 % at 1 MHz. These are the values in the numerical output, and they are overestimates: the gate is only about 0.1 mm wide, so the current spreads sideways in the much thicker wafer. A circular gate of the same area has a radius of 0.056 mm. The spreading resistance of a disc on a thick conductor is the resistivity divided by four times the radius, here about 23 Ω. The wafer term at 1 MHz is then roughly \(141\,\%\times23/260\approx12\,\%\) of the trap term, and it should be subtracted before the trap noise is read off. For a gate much wider than the wafer is thick, the column estimate would apply.

The other effects are small near the loss peak. Traps inside the oxide, reached by tunnelling, would add at most 3.4 % to the peak loss for an assumed density of \(10^{17}\) cm⁻³ eV⁻¹. This bound on their \(G/\omega\) does not depend on frequency, while (9) falls away from its peak, so they can matter more at low frequency: at 1 kHz the same bound is about 19 % of (9). Exchange with the valence band, with equal capture coefficients for holes and electrons, would add at most 0.6 % to the conductance at 1 kHz. For an ideal oxide with a barrier of 3.1 eV and a tunnelling mass of 0.4 electron masses, the estimated noise of tunnelling through the whole oxide is smaller than the trap noise by more than forty powers of ten; leakage through defects is not included. The oxide field, 0.07 MV/cm from the depletion charge alone, is far below the roughly 10 MV/cm at which such oxides break down. The full set of values is in the numerical output below.

## Numbers as computed

```
Event noise vs Nyquist, max dev: 1.33 %
Covariance noise vs Nyquist, max dev: 5.9e-06 (ratio)
Gate chain dev, 1000 traps: 0.064 %
Gate chain dev, 4000 traps: 0.016 %
Temperature: 300 K; kT = 25.852 meV
Donor density: 1.0e+16 cm^-3
Band bending: 0.20 eV
Oxide thickness: 10 nm; gate area: 1.0e-04 cm^2
Trap density: 1.0e+11 cm^-2 eV^-1
Capture coefficient: 1.0e-08 cm^3/s
Surface electron density: 4.367e+12 cm^-3
tau_m: 22.90 us
Oxide capacitance: 345.3 nF/cm^2
Depletion capacitance: 69.0 nF/cm^2
Trap capacitance q^2 D: 16.02 nF/cm^2
Loss peak: omega tau_m = 1.980 (no unit)
Loss peak height G/(omega q^2 D): 0.4024 (no unit)
f = 1.00 kHz: trap G = 0.7169 nS
  noise from trap charge: 1.1877e-29 A^2/Hz
  Nyquist 4kTG: 1.1877e-29 A^2/Hz
  gate current noise: 7.6512e-30 A^2/Hz
f = 13.76 kHz: trap G = 55.7461 nS
  noise from trap charge: 9.2359e-28 A^2/Hz
  Nyquist 4kTG: 9.2359e-28 A^2/Hz
  gate current noise: 6.1466e-28 A^2/Hz
f = 100.00 kHz: trap G = 186.7182 nS
  noise from trap charge: 3.0935e-27 A^2/Hz
  Nyquist 4kTG: 3.0935e-27 A^2/Hz
  gate current noise: 2.1316e-27 A^2/Hz
f = 1000.00 kHz: trap G = 347.6434 nS
  noise from trap charge: 5.7597e-27 A^2/Hz
  Nyquist 4kTG: 5.7597e-27 A^2/Hz
  gate current noise: 3.9976e-27 A^2/Hz
Peak-frequency trap noise: 30.39 fA/sqrt(Hz)
rms trapped number, fixed psi: 508 electrons
Potential shift of that rms charge: 1.97 uV
Assumed potential spread: 51.7 mV
  peak G/omega change: -41.1 %
Assumed border traps: 1.0e+17 cm^-3 eV^-1
  border/interface loss at peak, at most: 3.42 %
Hole-path G / trap G at 1 kHz, at most: 0.62 %
Wafer: 0.5 mm, 1200 cm^2/Vs
  wafer/trap gate noise at peak: 0.21 %
  wafer/trap gate noise at 1 MHz: 141.32 %
log10(tunnel/trap noise) at peak: -44.5 (no unit)
  barrier 3.1 eV, mass 0.4 m_e
Oxide field: 0.070 MV/cm
Bulk electron density / N_c: 3.6e-04 (no unit)
omega * dielectric relaxation time, 1 MHz: 3.4e-06 (no unit)
hbar omega/kT at 1 MHz: 1.6e-07 (no unit)
```
